# Counting augmentation functions for two s, two p and two d projectors: a program that tests the result

```python
"""Counting augmentation functions for two s, two p and two d projectors.

Result under test: with exchange symmetry there are 21 radial pairs,
34 smoothed radial functions Q_ab^L(r) and 171 lm-resolved pairs (i,j).
a, b : radial channels (l, decay constant); i, j : channel plus m
Q_ab(r) = u_a u_b - (pseudo u_a)(pseudo u_b), in 1/bohr
L, M : angular momentum of the product of two real spherical harmonics
Smoothing replaces Q_ab inside R_IN and preserves its r^L moment.
"""
from math import factorial, pi, sqrt
import numpy as np
from scipy.integrate import quad
from scipy.special import lpmv

R_C, R_IN = 1.5, 0.8          # matching and smoothing radii, bohr
CHANNELS = [(0, 1.0), (0, 1.7), (1, 1.2), (1, 2.1), (2, 1.5), (2, 2.6)]
NAMES = "spd"
L_MAX = 5                     # one more than the largest possible L

# Real spherical harmonics on a product quadrature grid
x, wx = np.polynomial.legendre.leggauss(12)
phi = np.arange(24) * 2 * pi / 24
X, PHI = [g.ravel() for g in np.meshgrid(x, phi, indexing="ij")]
W = np.repeat(wx, 24) * 2 * pi / 24


def real_harmonic(l, m):
    k = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
    if m == 0:
        return norm * lpmv(0, l, X)
    trig = np.cos(k * PHI) if m > 0 else np.sin(k * PHI)
    return sqrt(2) * norm * lpmv(k, l, X) * trig


Y = [np.array([real_harmonic(l, m) for m in range(-l, l + 1)])
     for l in range(L_MAX + 1)]
Y_all = np.vstack(Y)
assert np.allclose((Y_all * W) @ Y_all.T, np.eye(len(Y_all)), atol=1e-12)

gaunt, allowed = {}, {}
for l1 in range(3):
    for l2 in range(3):
        allowed[l1, l2] = []
        for L in range(L_MAX + 1):
            g = np.einsum("ap,bp,cp,p->abc", Y[l1], Y[l2], Y[L], W)
            gaunt[l1, l2, L] = g
            if np.max(abs(g)) > 1e-10:
                allowed[l1, l2].append(L)
        rule = list(range(abs(l1 - l2), l1 + l2 + 1, 2))
        assert allowed[l1, l2] == rule
        assert len(rule) == min(l1, l2) + 1
        product = Y[l1][:, None, :] * Y[l2][None, :, :]
        rebuilt = sum(np.einsum("abc,cp->abp", gaunt[l1, l2, L], Y[L])
                      for L in rule)
        assert np.allclose(product, rebuilt, atol=1e-12)


def wave_pair(l, decay):
    """Normalized model wave and its smooth partner, both without r^(l+1)."""
    norm = sqrt((2 * decay)**(2*l + 3) / factorial(2*l + 2))
    edge = norm * np.exp(-decay * R_C)
    matrix = [[1, R_C**2, R_C**4], [0, 2*R_C, 4*R_C**3],
              [0, 2, 12*R_C**2]]
    c = np.linalg.solve(matrix, [edge, -decay * edge, decay**2 * edge])
    return (lambda r: norm * np.exp(-decay * r),
            lambda r: c[0] + c[1] * r**2 + c[2] * r**4)


waves = [wave_pair(*channel) for channel in CHANNELS]


def exact_q(a, b):
    power = CHANNELS[a][0] + CHANNELS[b][0] + 2
    (fa, pa), (fb, pb) = waves[a], waves[b]
    return lambda r: r**power * (fa(r) * fb(r) - pa(r) * pb(r))


def smooth_q(a, b, L):
    """Match value and slope at R_IN and preserve the inner r^L moment."""
    q, h = exact_q(a, b), 1e-4
    p = L + 2 + 2 * np.arange(3)
    matrix = np.array([R_IN**p, p * R_IN**(p - 1),
                       R_IN**(L + p + 1) / (L + p + 1)])
    slope = (q(R_IN + h) - q(R_IN - h)) / (2 * h)
    inner = quad(lambda r: r**L * q(r), 0, R_IN, epsabs=1e-13)[0]
    c = np.linalg.solve(matrix, [q(R_IN), slope, inner])
    return lambda r: np.where(
        r < R_IN, sum(c[k] * r**p[k] for k in range(3)), q(r))


def distance(v, w):
    return np.max(abs(v - w)) / max(np.max(abs(v)), np.max(abs(w)))


def distinct(functions):
    """Keep one entry of each set of numerically equal functions."""
    kept = []
    for label, values in functions:
        if all(distance(values, other) > 1e-6 for _, other in kept):
            kept.append((label, values))
    return kept


# Count radial functions by comparing their values over all ordered pairs
r_grid = np.linspace(0, R_C, 151)
raw, smoothed, radial = [], [], {}
for a, (la, _) in enumerate(CHANNELS):
    for b, (lb, _) in enumerate(CHANNELS):
        block = tuple(sorted((la, lb)))
        for L in allowed[la, lb]:
            raw.append((block, exact_q(a, b)(r_grid)))
            radial[a, b, L] = smooth_q(a, b, L)(r_grid)
            smoothed.append((block, radial[a, b, L]))
raw_kept, smooth_kept = distinct(raw), distinct(smoothed)
separation = min(distance(v, w) for k, (_, v) in enumerate(smooth_kept)
                 for _, w in smooth_kept[:k])

n_l = [sum(l == k for l, _ in CHANNELS) for k in range(3)]
n_rad = len(CHANNELS)
formula_radial = sum(n_l[l] * (n_l[l] + 1) // 2 * (l + 1) for l in range(3))
formula_radial += sum(n_l[l] * n_l[k] * (l + 1)
                      for l in range(3) for k in range(l + 1, 3))
assert len(raw_kept) == n_rad * (n_rad + 1) // 2
assert len(smooth_kept) == formula_radial
diagonal = sum(len(allowed[l, l]) for l, _ in CHANNELS)
assert (len(smoothed) + diagonal) // 2 == len(smooth_kept)

# Resolve m and build r^2 Q_ij at sample radii and all angular points
projectors = [(a, m) for a, (l, _) in enumerate(CHANNELS)
              for m in range(2*l + 1)]
n_proj = len(projectors)
index_pairs = {frozenset((i, j)) for i in range(n_proj)
               for j in range(n_proj)}
assert len(index_pairs) == n_proj * (n_proj + 1) // 2
samples = [30, 55, 90]
Q = np.zeros((n_proj, n_proj, len(samples) * len(W)))
start = [projectors.index((a, 0)) for a in range(n_rad)] + [n_proj]
for a, (la, _) in enumerate(CHANNELS):
    for b, (lb, _) in enumerate(CHANNELS):
        part = sum(np.einsum("abc,cp,r->abrp", gaunt[la, lb, L], Y[L],
                             radial[a, b, L][samples])
                   for L in allowed[la, lb])
        Q[start[a]:start[a+1], start[b]:start[b+1]] = part.reshape(
            2*la + 1, 2*lb + 1, -1)
assert np.allclose(Q, Q.transpose(1, 0, 2), atol=1e-10)

# A Hermitian occupation matrix needs only the unordered pairs
rng = np.random.default_rng(4)
proj = rng.normal(size=(4, n_proj)) + 1j * rng.normal(size=(4, n_proj))
rho = np.einsum("n,ni,nj->ij", [2, 2, 1, 0.5], proj.conj(), proj)
full = np.einsum("ij,ijp->p", rho, Q)
reduced = sum((1 if i == j else 2) * rho[i, j].real * Q[i, j]
              for i in range(n_proj) for j in range(i, n_proj))
sum_error = np.max(abs(full - reduced)) / np.max(abs(full))
assert sum_error < 1e-9

# Angular rank of every unordered radial pair
ranks = {}
for a, (la, _) in enumerate(CHANNELS):
    for b in range(a, n_rad):
        lb = CHANNELS[b][0]
        part = Q[start[a]:start[a+1], start[b]:start[b+1]]
        # one radius at a time, so that only angular dependence counts
        part = part.reshape((2*la + 1) * (2*lb + 1), len(samples), -1)
        for k in range(len(samples)):
            s = np.linalg.svd(part[:, k], compute_uv=False)
            rank = int(np.sum(s > 1e-8 * s[0]))
            assert rank == sum(2*L + 1 for L in allowed[la, lb])
        ranks.setdefault((la, lb), []).append(rank)
span = sum(sum(v) for v in ranks.values())
p1p2 = Q[start[2]:start[3], start[3]:start[4]]
assert np.allclose(p1p2, p1p2.transpose(1, 0, 2), atol=1e-10)

# A function smoothed for L=0 has the wrong L=2 moment
def moment2(f):
    return sum(quad(lambda r: float(r**2 * f(r)), lo, hi, epsabs=1e-12)[0]
               for lo, hi in [(0, R_IN), (R_IN, R_C)])


q_exact, q0, q2 = exact_q(2, 3), smooth_q(2, 3, 0), smooth_q(2, 3, 2)
m_exact, m0, m2 = moment2(q_exact), moment2(q0), moment2(q2)
assert abs(m2 - m_exact) < 1e-9
assert abs(m0 - m_exact) > 1e-5

print(f"matching radius: {R_C} bohr; smoothing radius: {R_IN} bohr")
for l, decay in CHANNELS:
    print(f"channel {NAMES[l]}: decay constant {decay} 1/bohr")
print("block: radial pairs | L | Q^L functions | lm pairs | max span")
for block, values in ranks.items():
    n_q = sum(label == block for label, _ in smooth_kept)
    n_lm = sum(tuple(sorted((CHANNELS[projectors[min(p)][0]][0],
                             CHANNELS[projectors[max(p)][0]][0]))) == block
               for p in index_pairs)
    name = NAMES[block[0]] + NAMES[block[1]]
    print(f"{name}: {len(values)} | {allowed[block]} | {n_q} | {n_lm}"
          f" | {sum(values)}")
print(f"radial channels: {n_rad}; ordered radial pairs: {n_rad**2}")
print(f"different radial functions before smoothing: {len(raw_kept)}")
print(f"ordered (a,b,L) functions: {len(smoothed)}; diagonal: {diagonal}")
print(f"different radial functions Q_ab^L: {len(smooth_kept)}")
print(f"smallest relative difference among them: {separation:.2e}")
print(f"lm-resolved projectors: {n_proj}; ordered pairs: {n_proj**2}")
print(f"unordered lm-resolved pairs: {len(index_pairs)}")
print(f"largest possible dimension of their span: {span}")
print(f"relative error of reduced density sum: {sum_error:.1e}")
print(f"p1p2 L=2 moment, exact Q: {m_exact:.6f} bohr^2")
print(f"p1p2 L=2 moment, smoothed for L=2: {m2:.6f} bohr^2")
print(f"p1p2 L=2 moment, smoothed for L=0: {m0:.6f} bohr^2")
r_show = 0.4
print(f"p1p2 at r = {r_show} bohr, exact Q: {q_exact(r_show):.6f} 1/bohr")
print(f"p1p2 at r = {r_show} bohr, Q^0: {float(q0(r_show)):.6f} 1/bohr")
print(f"p1p2 at r = {r_show} bohr, Q^2: {float(q2(r_show)):.6f} 1/bohr")
print("OK")
```

Running it gives:

```
matching radius: 1.5 bohr; smoothing radius: 0.8 bohr
channel s: decay constant 1.0 1/bohr
channel s: decay constant 1.7 1/bohr
channel p: decay constant 1.2 1/bohr
channel p: decay constant 2.1 1/bohr
channel d: decay constant 1.5 1/bohr
channel d: decay constant 2.6 1/bohr
block: radial pairs | L | Q^L functions | lm pairs | max span
ss: 3 | [0] | 3 | 3 | 3
sp: 4 | [1] | 4 | 12 | 12
sd: 4 | [2] | 4 | 20 | 20
pp: 3 | [0, 2] | 6 | 21 | 18
pd: 4 | [1, 3] | 8 | 60 | 40
dd: 3 | [0, 2, 4] | 9 | 55 | 45
radial channels: 6; ordered radial pairs: 36
different radial functions before smoothing: 21
ordered (a,b,L) functions: 56; diagonal: 12
different radial functions Q_ab^L: 34
smallest relative difference among them: 7.07e-03
lm-resolved projectors: 18; ordered pairs: 324
unordered lm-resolved pairs: 171
largest possible dimension of their span: 138
relative error of reduced density sum: 8.6e-16
p1p2 L=2 moment, exact Q: 0.068060 bohr^2
p1p2 L=2 moment, smoothed for L=2: 0.068060 bohr^2
p1p2 L=2 moment, smoothed for L=0: 0.067420 bohr^2
p1p2 at r = 0.4 bohr, exact Q: 0.069458 1/bohr
p1p2 at r = 0.4 bohr, Q^0: 0.070216 1/bohr
p1p2 at r = 0.4 bohr, Q^2: 0.054972 1/bohr
OK
```
